# Inverse-cube tail of a Thomas-Fermi-screened charge in a two-dimensional electron gas

## The screened potential and its tail

A single donor lies 20 nm from a thin sheet of electrons whose screening length is 5.1 nm. At a point in the sheet 200 nm away, the ideal model derived below says that the screened potential changes an electron's energy by 1.74 micro-eV. That distance is 39 screening lengths, and an exponential law with this length would bring in a factor $e^{-39}$, about $10^{-17}$. The unscreened energy at the same place is 551 micro-eV, so screening has in fact reduced it only about 300 times. When the distance is doubled to 400 nm, the energy falls to 0.222 micro-eV, a factor of 7.8. Doubling the distance in an inverse-cube law gives a factor of 8.

To explain these numbers, take an ideal two-dimensional electron gas: it has zero thickness, occupies the plane $z=0$, and lies in a uniform medium of dielectric constant $\kappa$ that fills all space. The electrons have charge $-e$, with $e>0$, an isotropic mass $m$ and a degeneracy $g$, which counts spin and valleys. A uniform fixed background neutralizes the undisturbed gas. A static charge $Ze$ sits at $z=-d$, directly below the origin of the plane, with $d\ge 0$. The units are Gaussian, and $\phi(r)$ is the electrostatic potential in the plane at distance $r$ from the origin, due to the charge and to the electrons it displaces.

The first ingredient is the density of states. In the plane there are $g\,d^2k/(2\pi)^2$ states per unit area, so the states with wavenumber below $k$ number $g\pi k^2/(2\pi)^2=gk^2/4\pi$ per unit area. With $E=\hbar^2k^2/2m$ this equals $DE$, where

$$
D=\frac{gm}{2\pi\hbar^2}
$$

does not depend on energy. At zero temperature the undisturbed density is therefore $n=DE_F$, with $E_F$ the Fermi energy.

The Thomas-Fermi approximation treats each small area as a piece of uniform gas. An electron has potential energy $-e\phi$, and the chemical potential keeps the value $E_F$ everywhere, because the extended gas acts as a reservoir. The local kinetic energy thus reaches up to $E_F+e\phi$, and the local density is $D(E_F+e\phi)$. The excess density and the induced charge per area are

$$
\delta n=De\phi,\qquad \sigma=-e\,\delta n=-e^2D\phi .
\tag{1}
$$

No expansion in $\phi$ was needed: because $D$ is constant, the response is linear as long as $E_F+e\phi\ge 0$. A positive charge satisfies this condition everywhere. A negative one may empty the gas in its neighbourhood, and equation (1) then fails there.

The second ingredient is the potential of a charged sheet. In-plane Fourier transforms are defined by $\phi(q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}\phi(r)$. A sheet at $z=z_0$ with charge component $\sigma(q)$ obeys

$$
\left(\frac{d^2}{dz^2}-q^2\right)\Phi=-\frac{4\pi}{\kappa}\,\sigma(q)\,\delta(z-z_0).
$$

The solution that vanishes far away is $\Phi=Ae^{-q|z-z_0|}$. Its slope jumps by $-2qA$ at the sheet, and integration of the equation across the sheet says that the jump is $-4\pi\sigma(q)/\kappa$. Hence $A=2\pi\sigma(q)/(\kappa q)$.

The point charge is a sheet at $z_0=-d$ whose component is $Ze$ for every $\mathbf q$, since the transform of $\delta^2(\mathbf r)$ is one. Its potential arrives at $z=0$ with the factor $e^{-qd}$. Adding the induced charge (1), which lies in the plane itself, gives

$$
\phi(q)=\frac{2\pi}{\kappa q}\left[Ze\,e^{-qd}-e^2D\,\phi(q)\right].
$$

Moving the last term to the left and multiplying by $q$ yields

$$
\phi(q)=\frac{2\pi Ze}{\kappa}\,\frac{e^{-qd}}{q+s},
\qquad
s=\frac{2\pi e^2D}{\kappa}=\frac{gme^2}{\kappa\hbar^2}.
\tag{2}
$$

The screening wavenumber $s$ does not contain the electron density. A denser gas has more electrons, but at zero temperature the number it can shift for a given potential is fixed by $D$.

To return to real space, write $\phi(r)=\int d^2q\,e^{i\mathbf q\cdot\mathbf r}\phi(q)/(2\pi)^2$. The integral over the angle of $\mathbf q$ gives $2\pi J_0(qr)$, with $J_0$ the Bessel function of order zero, so

$$
\phi(r)=\frac{Ze}{\kappa}\int_0^\infty dq\,\frac{q\,e^{-qd}}{q+s}\,J_0(qr).
\tag{3}
$$

The oscillations of $J_0$ hide the behaviour at large $r$. They can be removed completely. First take $d>0$ and use

$$
\frac{1}{q+s}=\int_0^\infty dt\,e^{-t(q+s)} .
$$

The order of the two integrations may be exchanged, because $|J_0|\le1$ and the double integral of $q\,e^{-qd}e^{-st}$ is finite. What remains is an integral over $q$ with the exponential $e^{-qa}$, where $a=t+d$.

That integral follows from a simpler one. Insert $J_0(qr)=\frac{1}{2\pi}\int_0^{2\pi}d\theta\,e^{iqr\cos\theta}$ and integrate over $q$ first:

$$
\int_0^\infty dq\,e^{-qa}J_0(qr)
=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{a-ir\cos\theta}
=\frac1{2\pi}\int_0^{2\pi}\frac{a\,d\theta}{a^2+r^2\cos^2\theta}.
$$

The imaginary part has dropped out because it is odd in $\cos\theta$. The remaining integral is four times its part from $0$ to $\pi/2$. With $u=\tan\theta$, so that $\cos^2\theta=1/(1+u^2)$ and $d\theta=du/(1+u^2)$, it becomes

$$
\frac{4a}{2\pi}\int_0^\infty\frac{du}{a^2+r^2+a^2u^2}
=\frac{4a}{2\pi}\,\frac{\pi}{2a\sqrt{r^2+a^2}}
=\frac{1}{\sqrt{r^2+a^2}} .
$$

Differentiating with respect to $a$ and changing the sign brings down the factor $q$:

$$
\int_0^\infty dq\,q\,e^{-qa}J_0(qr)=\frac{a}{(r^2+a^2)^{3/2}} .
\tag{4}
$$

The screened potential is therefore

$$
\phi(r)=\frac{Ze}{\kappa}\int_0^\infty dt\,e^{-st}\,
\frac{t+d}{\left[r^2+(t+d)^2\right]^{3/2}} .
\tag{5}
$$

For a charge in the plane, $d=0$ is understood as the limit $d\to0$ at fixed $r>0$. For all $d$ below some $d_0$ the integrand is at most $e^{-st}(t+d_0)/r^3$, which has a finite integral, so the limit may be taken under the integral sign.

Equation (5) can be tested without Fourier transforms. The potential must equal the bare potential plus that of the induced charge, which by (1) and (2) is $\sigma=-\kappa s\phi/2\pi$:

$$
\phi(r)=\frac{Ze}{\kappa\sqrt{r^2+d^2}}-\frac{s}{2\pi}\int d^2r'\,\frac{\phi(r')}{|\mathbf r-\mathbf r'|}.
$$

With (5) inserted on both sides, for $d=0$ and $d=1/s$ and at $r=1/s$ and $5/s$, numerical integration gives agreement of $\kappa\phi/Ze$ to better than $10^{-6}s$.

The integrand of (5) is positive, so the potential of a positive charge is positive at every distance in this model, and it decreases steadily with $r$. The factor $e^{-st}$ limits $t$ to a few times $1/s$. When $r$ is much larger than both $d$ and $1/s$, the bracket in the denominator is close to $r^2$, and the potential tends to $r^{-3}$ times a constant.

The size of the error can be bounded. Let $u=(t+d)^2/r^2$. The function $(1+u)^{-3/2}$ is at most one for $u\ge0$. It is also convex, so it lies above its tangent at $u=0$:

$$
1-\tfrac32u\le(1+u)^{-3/2}\le1 .
$$

The two integrals that this requires follow from $\int_0^\infty dt\,e^{-st}t^j=j!/s^{j+1}$:

$$
M_1=\int_0^\infty dt\,e^{-st}(t+d)=\frac{1+sd}{s^2},
$$

$$
M_3=\int_0^\infty dt\,e^{-st}(t+d)^3
=\frac{6+6sd+3s^2d^2+s^3d^3}{s^4}.
$$

Inserting the inequality in (5) gives, for $Z>0$,

$$
\frac{Ze}{\kappa}\left(\frac{M_1}{r^3}-\frac{3M_3}{2r^5}\right)
\le\phi(r)\le\frac{Ze}{\kappa}\frac{M_1}{r^3}.
$$

As $r$ grows, the two sides approach each other, and this proves

$$
\boxed{\;\phi(r)\longrightarrow\frac{Ze\,(1+sd)}{\kappa s^2r^3},
\qquad r\gg d,\;1/s\;}
\tag{6}
$$

The actual potential lies below this tail by a fraction of the tail that does not exceed

$$
\frac{3M_3}{2r^2M_1}
=\frac{3\,(6+6sd+3s^2d^2+s^3d^3)}{2s^2r^2(1+sd)} .
\tag{7}
$$

For negative $Z$ all signs reverse and the same fraction applies, provided the gas is nowhere emptied.

For a charge in the plane the tail is $Ze/(\kappa s^2r^3)$, and the bound (7) becomes $9/(sr)^2$. The potential divided by its tail is 0.79 at $sr=5$, 0.93 at $sr=10$ and 0.996 at $sr=50$. Close to the charge the law is different. With $d=0$ and $t=rx$, equation (5) reads

$$
\phi(r)=\frac{Ze}{\kappa r}\int_0^\infty dx\,e^{-srx}\frac{x}{(1+x^2)^{3/2}} ,
$$

and for $sr\to0$ the integral tends to one. The potential then approaches the bare $Ze/\kappa r$. Between $r$ and $1/s$ the induced charge per area at radius $r'$ is about $-sZe/2\pi r'$, and it lowers the potential at $r$ only by a fraction of order $sr\ln(1/sr)$.

The opposite limit, $sd\gg1$, shows what the tail means. Suppose the sheet were a perfect conductor held at zero potential. The bracket in the equation above (2) would vanish with $\sigma(q)$ in place of $-e^2D\phi(q)$, so $\sigma(q)=-Ze\,e^{-qd}$. By (4), the charge density in real space would be

$$
\sigma(r)=-\frac{Ze}{2\pi}\frac{d}{(r^2+d^2)^{3/2}} .
$$

This charge falls off as $r^{-3}$ for a purely electrostatic reason: it must cancel the field of a charge that lies outside the plane. An electron gas of finite density of states can carry the charge only if the potential is shifted by $\phi=-2\pi\sigma/(\kappa s)$. That gives $Zed/(\kappa sr^3)$ at large distance, the part of (6) proportional to $d$. The other part, $Ze/(\kappa s^2r^3)$, acts as though the charge were a further distance $1/s$ from the plane, because $(1+sd)/s^2=(d+1/s)/s$.

The screening charge is complete but widely spread. Its total is $-(\kappa s/2\pi)\,\phi(q=0)$, which by (2) equals $-Ze$. The fraction of it beyond a radius $R$ follows from (5), with the radial integral done first:

$$
s\int_R^\infty dr\,r\int_0^\infty dt\,\frac{e^{-st}(t+d)}{[r^2+(t+d)^2]^{3/2}}
=s\int_0^\infty dt\,\frac{e^{-st}(t+d)}{\sqrt{R^2+(t+d)^2}} .
$$

At $R=0$ this is one, as it must be. At large $R$ it tends to $sM_1/R=(1+sd)/(sR)$, which falls only as the inverse of the radius.

For the donor at the start, the chosen values are $m=0.067$ electron masses, $\kappa=13$, $g=2$, $Z=1$ and $d=20$ nm. They give $e^2/\kappa=0.11077$ eV nm and $\hbar^2/m=1.1373$ eV nm², so

$$
s=\frac{2\times0.11077}{1.1373}\ \mathrm{nm^{-1}}=0.1948\ \mathrm{nm^{-1}},\qquad sd=3.896 .
$$

The tail coefficient is $(1+3.896)/(0.1948\ \mathrm{nm^{-1}})^2=129.0$ nm². At 200 nm the tail formula gives

$$
e\phi\simeq\frac{0.11077\times129.0}{200^3}\ \mathrm{eV}
=1.79\ \text{micro-eV}.
$$

The full integral (5) gives 1.74 micro-eV, which is 2.6 % below the tail, while the bound (7) allows 2.7 %. At 50 nm the deficit is 30 % and at 100 nm it is 10 %. In this example the cube law is thus good to 10 % from about 100 nm outward. Beyond 200 nm there still lies 12.5 % of the screening charge; the leading law gives $4.896/(0.1948\times200)=12.6$ %.

## Origin of the tail and limits of its validity

The charge $Ze$ lies at distance $d$ from the plane $z=0$ of a gas with density of states $D=gm/2\pi\hbar^2$, in a medium of dielectric constant $\kappa$. Its Thomas-Fermi potential in the plane has the transform $\phi(q)=(2\pi Ze/\kappa)\,e^{-qd}/(q+s)$, with $s=2\pi e^2D/\kappa$, and the tail $Ze(1+sd)/(\kappa s^2r^3)$. The induced charge per area is $-\kappa s\phi/2\pi$. The example has $s=0.1948$ nm⁻¹, $d=20$ nm and the tail coefficient $(1+sd)/s^2=129.0$ nm².

The tail can be traced to the space outside the plane. With the induced charge inserted in the Poisson equation, the potential $\Phi(\mathbf r,z)$ in all space obeys

$$
\left[\nabla_\parallel^2+\frac{\partial^2}{\partial z^2}-2s\,\delta(z)\right]\Phi
=-\frac{4\pi Ze}{\kappa}\,\delta^2(\mathbf r)\,\delta(z+d),
\tag{8}
$$

where $\nabla_\parallel$ acts in the plane. Expand $\Phi$ in normalized real modes $f_p(z)$ that satisfy $-f_p''+2s\delta(z)f_p=p^2f_p$. Each mode then obeys a two-dimensional equation with the decay constant $p$. Since $(\nabla_\parallel^2-p^2)K_0(pr)=-2\pi\delta^2(\mathbf r)$, with $K_0$ the modified Bessel function, the potential in the plane is

$$
\phi(r)=\frac{2Ze}{\kappa}\sum_pf_p(0)f_p(-d)\,K_0(pr).
\tag{9}
$$

Every term decays exponentially at large $r$, as $e^{-pr}/\sqrt{pr}$. What matters is how small $p$ can be.

In open space $p$ runs continuously down to zero, and the sum is an integral over $p$. Modes odd in $z$ vanish in the plane. The even ones are $f_p=\cos(p|z|-\delta)/\sqrt\pi$. The slope jumps by $2sf_p(0)$ at $z=0$, which requires $p\sin\delta=s\cos\delta$. Hence $\cos\delta=p/\sqrt{p^2+s^2}$, $\sin\delta=s/\sqrt{p^2+s^2}$, and

$$
f_p(0)f_p(-d)=\frac{p\,(p\cos pd+s\sin pd)}{\pi(p^2+s^2)}
\simeq\frac{(1+sd)\,p^2}{\pi s^2}\quad(p\to0).
$$

At large $r$ only $p$ up to about $1/r$ contributes. With $K_0(x)=\int_0^\infty dy\,e^{-x\cosh y}$ one finds $\int_0^\infty dx\,x^2K_0(x)=\int_0^\infty 2\,dy/\cosh^3y=\pi/2$, so

$$
\phi(r)\simeq\frac{2Ze}{\kappa}\,\frac{1+sd}{\pi s^2}\,\frac{\pi}{2r^3},
$$

which is the same tail again. The screening suppresses the slow modes in the plane, with weight $p^2$, but does not remove them: their field passes through the space outside the gas.

Two grounded metal planes at $z=\pm h$, with $h>d$, do remove them. The even modes become $\sin p(h-|z|)$, and the slope condition at $z=0$ reads

$$
p\cot(ph)=-s .
$$

Its smallest root lies between $\pi/2h$ and $\pi/h$, so the decay is exponential. For $h=2/s$ and $d=1/s$ the root is $p=1.1445\,s$. Direct inversion of the Fourier transform gives $\phi(12/s)/\phi(8/s)=0.0084$, in agreement with the ratio of the $K_0$ functions to within 0.1 %, whereas a cube law would give 0.296.

The Thomas-Fermi step itself also has to be examined, since it assumes a potential that varies slowly. In first-order perturbation theory for independent electrons at zero temperature, the density response to the potential $\phi(q)$ is $\delta n=\chi(q)\,e\phi(q)$ with

$$
\chi(q)=g\int\frac{d^2k}{(2\pi)^2}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}} ,
$$

where $f_{\mathbf k}$ is one inside the Fermi circle of radius $k_F$ and zero outside. The substitution $\mathbf k\to-\mathbf k-\mathbf q$ turns the second term into the first, which gives a factor of two. The energy difference is $\hbar^2q(q+2k_x)/2m$ with the $x$ axis along $\mathbf q$. Integrating over $k_y$ supplies the chord $2\sqrt{k_F^2-k_x^2}$, and division by $D$ leaves the principal value

$$
\frac{\chi}{D}=\frac{2}{\pi q}\,\mathrm P\!\!\int_{-k_F}^{k_F}dx\,
\frac{\sqrt{k_F^2-x^2}}{x+b},\qquad b=\frac q2 .
$$

Write $k_F^2-x^2=(k_F^2-b^2)+(b-x)(b+x)$ in the numerator, after multiplying above and below by the root. The second part integrates to $\pi b$. The first contains, with $x=k_F\cos\theta$ and $u=\tan(\theta/2)$,

$$
\mathrm P\!\!\int_0^\pi\frac{d\theta}{b+k_F\cos\theta}
=2\,\mathrm P\!\!\int_0^\infty\frac{du}{(b+k_F)+(b-k_F)u^2}.
$$

For $b>k_F$ this equals $\pi/\sqrt{b^2-k_F^2}$. For $b<k_F$ it is proportional to $\mathrm P\int_0^\infty du/(c^2-u^2)$ with $c^2=(k_F+b)/(k_F-b)$. The antiderivative $\ln|(c+u)/(c-u)|/2c$ vanishes at both ends and takes equal values on the two sides of the pole, so the integral is zero. Therefore

$$
\frac{\chi}{D}=
\begin{cases}
1, & q\le2k_F,\\
1-\sqrt{1-(2k_F/q)^2}, & q>2k_F .
\end{cases}
\tag{10}
$$

Up to $2k_F$ the response is the Thomas-Fermi one, and the part of $\phi(q)$ that makes the cube tail is unchanged. The kink at $2k_F$ adds a second, oscillating tail. Replace $s$ by $s\chi/D$ in $\phi(q)$ and set $q=2k_F+x$ with small $x>0$. Then $\chi/D\simeq1-\sqrt{x/k_F}$, and

$$
\frac{1}{q+s\chi/D}-\frac1{q+s}\simeq\frac{s\sqrt{x/k_F}}{(2k_F+s)^2}.
$$

For large $r$, $J_0(qr)\simeq\sqrt{2/\pi qr}\,\cos(qr-\pi/4)$, and the kink controls the integral through $\int_0^\infty dx\sqrt x\,e^{ixr}=\frac{\sqrt\pi}2r^{-3/2}e^{3\pi i/4}$, taken with a vanishing convergence factor. The phases add to $2k_Fr+\pi/2$. The prefactors are $2k_F$ from $q\,dq$, $1/\sqrt{k_F}$ from the kink, and $1/\sqrt{\pi k_Fr}$ from $J_0$; with $\frac{\sqrt\pi}{2}r^{-3/2}$ they multiply to $1/r^2$. The result is the Friedel oscillation

$$
\delta\phi(r)\simeq-\frac{Ze}{\kappa}\,
\frac{s\,e^{-2k_Fd}}{(2k_F+s)^2}\,\frac{\sin2k_Fr}{r^2}.
\tag{11}
$$

It falls more slowly than $r^{-3}$. At zero temperature the inverse cube is therefore the final law of the Thomas-Fermi model, but not of the full linear response. The amplitude in (11) equals the cube tail at

$$
r_*=\frac{(1+sd)(2k_F+s)^2e^{2k_Fd}}{s^3}.
$$

The example has a density of $5\times10^{11}$ cm⁻², hence $k_F=0.1772$ nm⁻¹ and $E_F=17.9$ meV. With the setback of 20 nm, $r_*$ is 240 micrometres. With the same gas and $d=0$ it is only 41 nm, so for a charge in the plane at zero temperature the cube law has hardly set in before the oscillation overtakes it.

Temperature changes this order. A thermal occupation is an average of zero-temperature occupations over the Fermi energy, with weight $-\partial f/\partial E$. For $k_BT\ll E_F$, $2k_Fr$ shifts by $2mr\varepsilon/\hbar^2k_F$ when the energy shifts by $\varepsilon$. Let $y=\varepsilon/k_BT$, $v=1/(1+e^{-y})$ and $\nu=2mk_BTr/\hbar^2k_F$. The weight becomes $dv$, and the oscillation is multiplied by

$$
\int_0^1dv\left(\frac{v}{1-v}\right)^{i\nu}
=\Gamma(1+i\nu)\Gamma(1-i\nu)=\frac{X}{\sinh X},\qquad X=\pi\nu=\frac rL,
$$

with $L=\hbar^2k_F/2\pi mk_BT$. At 4 K, $L$ is 93 nm. The ratio of the damped oscillation to the cube tail is $(L/r_*)\,X^2/\sinh X$. Since $\sinh X\ge X+X^3/6$, the last factor is below 1.23, and for the donor at 20 nm the ratio stays below 0.05 % at all distances where both formulas hold. For $d=0$ it exceeds one at intermediate distances and drops below one when $X^2/\sinh X=41/93$, that is at $X\simeq4.5$ or about 420 nm. At any finite temperature the exponential damping finally leaves the cube tail in front.

Warming also weakens the screening. The density is $n=Dk_BT\ln(1+e^{\mu/k_BT})$, with $\mu$ the chemical potential. Its derivative is $\partial n/\partial\mu=D/(1+e^{-\mu/k_BT})$. At fixed density $1+e^{\mu/k_BT}=e^{E_F/k_BT}$, so $s$ is replaced by $s(1-e^{-E_F/k_BT})$ for weak potentials. At 4 K nothing changes; at 77 K the tail is 9 % larger, and at 300 K it is 2.4 times larger, with density and setback held fixed.

Exchange between the electrons acts the other way. For $g=2$ (spin alone), the exchange energy of an electron at the Fermi circle is minus the integral of $2\pi e^2/(\kappa|\mathbf k-\mathbf k'|)$ over the occupied $\mathbf k'$, divided by $4\pi^2$. In polar coordinates centred on $\mathbf k$, the area element cancels the denominator, and the chords add to $\int_{-\pi/2}^{\pi/2}2k_F\cos\theta\,d\theta=4k_F$. Hence $\mu_x=-2e^2k_F/\pi\kappa$. From $n=k_F^2/2\pi$ one has $dk_F/dn=\pi/k_F$, so $d\mu_x/dn=-2e^2/\kappa k_F$. Added to the kinetic part $1/D=\pi\hbar^2/m$, this gives

$$
s\to\frac{s}{1-s/\pi k_F}.
$$

In the example $s$ rises by a factor 1.54, and the tail of the electrostatic potential $\phi$ falls to 0.60 of its ideal value. An electron of the gas also feels the change of its own exchange energy, so its energy shifts by $-e\phi+(d\mu_x/dn)\,\delta n=-\delta n/D=-e\phi/(1-s/\pi k_F)$. The tail of this shift is $1-s/[\pi k_F(1+sd)]=0.93$ of the ideal one. Correlation and the width of the gas are left out, so this is an estimate of size. In a well of finite width the electrons repel each other less at short distances, and exchange takes away a smaller part of the tail: for a hard-walled well 10 nm wide, about 25 % of the electrostatic tail and about 5 % of the tail of the electron's energy shift.

A finite width of the gas lowers the tail too. To first order in $q$ it multiplies the repulsion between electrons by the factor $1-q\beta$, where $\beta$ is their mean separation across the well, while the donor's factor stays $1-qd$ if $d$ is measured from the centre. The expansion of $(1-qd)/[q+s(1-q\beta)]$ then has $1+sd-s\beta$ in place of $1+sd$. For the lowest state of a hard-walled well 10 nm wide, the potential at 200 nm, averaged over the electron density across the well, is 7.6 % smaller. To first order, and with exchange left out, this average is what shifts an electron's energy.

The rough typical values used here belong to the regime of a GaAs/AlGaAs quantum well at low temperature, where the dielectric constant is nearly the same on both sides of the channel. A real channel is not buried infinitely deep. For a donor on the side away from a surface 100 nm from the channel, the potential at 200 nm changes by +2 % if the surface is free (a bare boundary to vacuum, without charge that can move) and by −9 % if it carries a metal gate. For a donor on the same side as a free surface the change is +17 %, and with a metal gate on that side the potential is 77 % lower. These are values at one distance. Several micrometres out, the inverse cube holds again with another coefficient. For a donor on the far side it is 0.91 of the ideal one with a free surface and 0.87 with a gate. For a donor between the channel and the surface, the usual place of the dopants, it is only 0.17 and 0.08. Real channels are also doped by many donors, whose potentials add in linear response, whereas the numbers here are for one. For a donor on the side away from the surface, the largest of the effects on the electrostatic potential sized at low temperature is exchange, which takes away about 40 % of its tail in a gas of zero thickness and about 25 % in a well 10 nm wide. For the energy shift of an electron in the gas, exchange takes away only 5 to 7 %, no more than the width (8 %) or the surface (9 to 13 %). At room temperature the weaker screening of the warm gas is larger than any of these. For a donor between the channel and a surface or gate, the surface changes the final tail more than exchange does, and the ideal coefficient should not be used. For the single donor the assumption of linear response is safe: the largest value of $e\phi$, directly above the donor, is 0.99 meV, or 5.5 % of the Fermi energy, so even an acceptor at this distance would not empty the gas. For a charge in the plane the assumption fails close by: 1 nm away, the model gives an $e\phi$ of 3.9 times the Fermi energy. The figures for $d=0$ in this gas therefore show only what linear response predicts. The remaining figures are in the numerical output.

## Calculated quantities

```
effective mass = 0.067 m_e, kappa = 13.0, g = 2
density = 5.0e+11 cm^-2, temperature = 4.0 K
setback d = 20.0 nm, Z = 1
e^2/kappa = 0.11077 eV nm
hbar^2/m = 1.1373 eV nm^2
screening wavenumber s = 0.19479 nm^-1
screening length 1/s = 5.134 nm, s*d = 3.896
Fermi wavenumber = 0.1772 nm^-1
Fermi energy = 17.86 meV
tail coefficient (1+sd)/s^2 = 129.03 nm^2
same for d = 0: 26.36 nm^2
r (nm): energy, tail (micro-eV); deficit, bound (%)
  50: 79.7695, 114.3395; 30.23, 43.29
  100: 12.9025, 14.2924; 9.73, 10.82
  200: 1.7396, 1.7866; 2.63, 2.71
  400: 0.2218, 0.2233; 0.67, 0.68
  800: 0.0279, 0.0279; 0.17, 0.17
charge in the plane, s*r: potential/tail
  5: 0.7899
  10: 0.9259
  20: 0.9788
  50: 0.9964
unscreened energy at 200 nm = 551.1 micro-eV
total screening charge / (-Ze) = 1.000000
share beyond 200 nm = 12.46 %
share by leading law = 12.57 %
two-gate test, s = 1, h = 2, d = 1 (units of 1/s):
  decay rate p = 1.1445 s
  phi(12)/phi(8) = 0.00843; cube law 0.29630
NEGLECTED EFFECTS
peak energy at r = 0: 0.986 meV
peak / Fermi energy = 0.0552
Friedel/tail at 200 nm, T = 0: 0.083 %
thermal factor at 200 nm, 4 K: 0.5081
thermal damping length at 4 K = 93.1 nm
T = 0 crossover, d = 20 nm: 239.8 micrometre
T = 0 crossover formula, d = 0: 40.8 nm
well width 10.0 nm: change -7.6 % at 200 nm
subband gap, hard walls = 168 meV
surface or gate 100 nm away, change at 200 nm:
  free surface, donor on far side: 2.4 %
  metal gate, donor on far side: -8.7 %
  free surface, donor on same side: 16.9 %
4 K: s(T)/s = 1.0000, tail ratio = 1.000
77 K: s(T)/s = 0.9323, tail ratio = 1.089
300 K: s(T)/s = 0.4989, tail ratio = 2.415
r_s = 0.777
exchange only: s ratio = 1.538, tail ratio = 0.604
```
